# Three Wells and Their Barriers in the Quadratic E ⊗ e Jahn-Teller Model

## Definitions and conventions

A trigonal defect has a doubly degenerate electronic level, described by two real orbital states, and a doubly degenerate distortion with coordinates \(x\) and \(y\). Spin-orbit coupling is left out at first, so the electronic Hamiltonian is a real symmetric \(2\times2\) matrix. It is expanded to second order in the distortion:

\[
H=\frac K2(x^2+y^2)+F(x\sigma_z+y\sigma_x)+G\left[(x^2-y^2)\sigma_z-2xy\,\sigma_x\right].
\]

Here \(\sigma_z,\sigma_x\) are Pauli matrices in the electronic doublet, \(K\) is the force constant, \(F\) the linear coupling and \(G\) the quadratic coupling. There is no factor \(1/2\) in front of \(G\). Energies are measured from the degenerate level at \(x=y=0\), and the nuclei are at first treated as static. Polar coordinates are \(x=\rho\cos\varphi\), \(y=\rho\sin\varphi\), and \(q=x+iy=\rho e^{i\varphi}\).

The Jahn-Teller energy \(E_{JT}\) means the full depth of the lowest point of the surface, with the quadratic coupling included. It differs from the depth \(F^2/(2K)\) of the linear model.

## Lemma 1: the allowed couplings

**Statement.** To second order, trigonal symmetry allows the constants \(F\), \(K\) and \(G\) above, and no others.

**Proof.** Write the traceless part of a real symmetric matrix as \(d\sigma_z+o\sigma_x\) and collect it in the complex number \(w=d+io\). Rotating the two electronic states by an angle \(\alpha\) multiplies \(w\) by \(e^{2i\alpha}\). The sign of the second state can be chosen so that a turn of the distortion by \(2\pi/3\) goes with \(\alpha=-2\pi/3\). Then \(e^{2i\alpha}=e^{-4\pi i/3}=e^{2\pi i/3}\equiv\omega\), and \(w\) turns in the same way as \(q\). The mirror plane changes \(q\) into \(q^*\) and \(w\) into \(w^*\). Symmetry therefore demands

\[
w(\omega q)=\omega\,w(q),\qquad w(q^*)=w(q)^* .
\]

The linear candidates \(q\) and \(q^*\) acquire the factors \(\omega\) and \(\omega^2\), so \(q\) survives. The quadratic candidates \(q^2\), \(|q|^2\) and \(q^{*2}\) acquire \(\omega^2\), \(1\) and \(\omega^{-2}=\omega\), so \(q^{*2}\) survives. The mirror makes both coefficients real:

\[
w=Fq+Gq^{*2}.
\]

Its real part is \(Fx+G(x^2-y^2)\) and its imaginary part is \(Fy-2Gxy\), as in \(H\). The part proportional to the unit matrix must be invariant. No linear term is, and among the quadratic ones \(|q|^2\) is, which gives \(K\). ∎

## Lemma 2: the two surfaces

**Statement.** The eigenvalues of \(H\) are

\[
E_\pm=\frac K2\rho^2\pm\rho S,\qquad S=\sqrt{F^2+G^2\rho^2+2FG\rho\cos3\varphi}.
\]

**Proof.** The square of \(d\sigma_z+o\sigma_x\) is \(d^2+o^2=|w|^2\) times the unit matrix, and its trace is zero, so its eigenvalues are \(\pm|w|\). Further,

\[
|w|^2=F^2|q|^2+G^2|q|^4+2FG\,\mathrm{Re}(q\,q^2)
=\rho^2\left(F^2+G^2\rho^2+2FG\rho\cos3\varphi\right),
\]

because the complex conjugate of \(q^{*2}\) is \(q^2\). ∎

For \(G=0\) the angle drops out, and the lower surface has a circular trough of radius \(F/K\). The interference between linear and quadratic coupling, the term with \(2FG\), warps this trough.

## Theorem

Let \(F>0\) and \(0<2G<K\).

(a) The lower surface \(E_-\) has exactly three local minima. They lie at \(\varphi=0,\,2\pi/3,\,4\pi/3\) and \(\rho_m=F/(K-2G)\), are global, and have the energy \(-E_{JT}\) with

\[
E_{JT}=\frac{F^2}{2(K-2G)}.
\]

(b) Every continuous path from one minimum to another rises by at least

\[
\delta=\frac{4E_{JT}G}{K+2G},
\]

and some path rises by no more than this.

**Proof of (a).** At fixed \(\rho>0\), \(S\) grows strictly with \(\cos3\varphi\), so \(E_-\) falls strictly. A point with \(\cos3\varphi<1\) can thus be lowered by a small change of angle, and is no local minimum. This argument needs no derivative, so it also covers points where the surfaces touch. On the remaining directions \(\cos3\varphi=1\) one has \(S=F+G\rho\), and completing the square gives

\[
E_-=\left(\frac K2-G\right)\rho^2-F\rho
=\frac{K-2G}{2}(\rho-\rho_m)^2-\frac{F^2}{2(K-2G)}.
\]

Since \(K-2G>0\), each of the three directions has one minimum, at \(\rho_m\). It is also a minimum of the whole surface, because at any \(\rho\) the other angles lie higher. The origin is not a minimum: the term \(-F\rho\) lowers the energy at once on leaving it.

**Proof of (b).** Consider the rays \(\varphi=\pi/3,\,\pi,\,5\pi/3\), where \(\cos3\varphi=-1\) and \(S=|F-G\rho|\). For \(\rho\le F/G\),

\[
E_-=\left(\frac K2+G\right)\rho^2-F\rho
=\frac{K+2G}{2}(\rho-\rho_s)^2-\frac{F^2}{2(K+2G)},\qquad \rho_s=\frac{F}{K+2G}.
\]

The point \(\rho_s\) belongs to this range because \(K+2G>G\). For \(\rho\ge F/G\) the sign inside the modulus changes and \(E_-=(K/2-G)\rho^2+F\rho\), which is positive. The lowest energy on each ray is therefore

\[
E_s=-\frac{F^2}{2(K+2G)}.
\]

The three rays, joined at the origin, where the energy is \(0>E_s\), cut the plane into three sectors with one minimum in each. A path between two minima must meet a ray or the origin, so it reaches at least \(E_s\).

To attain this value, start at \(\rho_s\) on the ray \(\varphi=\pi/3\). Move along the arc \(\rho=\rho_s\) to \(\varphi=0\): \(\cos3\varphi\) rises from \(-1\) to \(1\), so the energy falls. Then move outward from \(\rho_s\) to \(\rho_m\), where the first parabola falls. The mirror image of this path leads to the minimum at \(2\pi/3\). Subtraction gives

\[
\delta=E_s+E_{JT}=\frac{F^2}{2}\,\frac{(K+2G)-(K-2G)}{(K-2G)(K+2G)}
=\frac{F^2}{2(K-2G)}\,\frac{4G}{K+2G}.
\]

The first factor is \(E_{JT}\). ∎

## Lemma 3: curvatures

**Statement.** At a minimum the radial and tangential curvatures are \(K-2G\) and \(9G(K-2G)/(K-G)\). At the points \(\rho_s\) they are \(K+2G\) and \(-9G(K+2G)/(K+G)\), so these points are saddles.

**Proof.** The radial values are read off the two parabolas. Differentiating \(S^2\) gives \(2S\,\partial S/\partial\varphi=-6FG\rho\sin3\varphi\), hence

\[
\frac{\partial E_-}{\partial\varphi}=\frac{3FG\rho^2\sin3\varphi}{S}.
\]

This vanishes along the whole ray, so the mixed derivative is zero there. Where \(\sin3\varphi=0\), the second angular derivative is \(9FG\rho^2\cos3\varphi/S\). Division by \(\rho^2\) converts angle to length; the extra term \(\rho^{-1}\partial E_-/\partial\rho\) vanishes at a stationary point. It remains to insert

\[
S(\rho_m)=F+\frac{GF}{K-2G}=\frac{F(K-G)}{K-2G},\qquad
S(\rho_s)=F-\frac{GF}{K+2G}=\frac{F(K+G)}{K+2G}
\]

with \(\cos3\varphi=1\) and \(-1\). ∎

The vertical gap at a minimum follows too:

\[
2\rho_mS(\rho_m)=\frac{2F^2(K-G)}{(K-2G)^2}=4E_{JT}\frac{K-G}{K-2G}.
\]

## Remarks on limits and conditions

**Weak quadratic coupling.** With \(E_0=F^2/(2K)\), the barrier is \(\delta=4E_0GK/(K^2-4G^2)\), which tends to \(4E_0G/K\) for \(G\ll K\). To first order in \(G\) it does not matter which of the two depths is used; beyond that it does.

**The edge of stability.** As \(2G\to K\) at fixed \(F\) and \(K\), \(\rho_m\) and \(E_{JT}\) diverge, while \(E_s\) tends to \(-F^2/(4K)\). The ratio \(\delta/E_{JT}\) tends to 1: the wells sink and the passes stay. A quadratic expansion cannot be trusted at such large distortions. For \(2G\ge K\) the energy along \(\varphi=0\) has no lower bound, and the theorem fails.

**Signs.** Replacing \(q\) by \(-q\) turns \(Fq+Gq^{*2}\) into \(-Fq+Gq^{*2}\), so reversing \(F\) rotates the surface by \(\pi\). Reversing \(G\) does the same, because \(|w|\) does not notice an overall sign. When \(FG<0\), minima and saddles exchange directions, and \(|F|\) and \(|G|\) enter the formulas.

## Example: a deep centre in silicon

Take \(K=600\) eV/nm², \(F=18\) eV/nm, \(G=33\) eV/nm² and a mode mass of 28 u, that of one silicon atom. Then \(2G/K=0.11\), \(K-2G=534\) eV/nm², \(K+2G=666\) eV/nm², and

\[
E_{JT}=\frac{18^2}{2\times534}\ \text{eV}=0.303\ \text{eV},\qquad
\delta=\frac{4\times0.3034\times33}{666}\ \text{eV}=0.060\ \text{eV}.
\]

In temperature units \(\delta/k_B\) is about 700 K. The minima lie at \(18/534=0.0337\) nm and the saddles at \(18/666=0.0270\) nm. Using the linear depth of 0.270 eV in the barrier formula would give 0.0535 eV, 11% below the correct value for this model.

The barrier was also found without the formula. The matrix was diagonalized on a grid of \(601\times601\) distortions, and an energy level was raised until two wells joined. This happened 60.129 meV above the minima; the formula gives 60.128 meV.

These parameters were chosen to represent the regime of the phosphorus–vacancy pair in silicon, a trigonal centre whose reorientation barrier is very roughly 0.06 eV. The agreement in \(\delta\) is thus put in, and the separate values of \(K\), \(F\) and \(G\) are not claimed for the real defect. The vertical gap at a minimum is 1.29 eV in this model, more than the band gap of silicon (about 1.1 to 1.2 eV). The upper state would thus lie among excitations of the bands, and the isolated two-state model is not quantitative for it. A real centre also couples to many modes. The following estimates show which other omissions matter.

**Zero-point motion.** A curvature \(k\) gives a vibrational quantum \(\hbar\sqrt{k/m}\). The quanta are 28.2 meV (radial) and 20.4 meV (tangential) at a minimum, and 31.5 meV (radial) at a saddle. Counting half a quantum for each stable vibration changes the barrier by

\[
\tfrac12(31.53-28.24-20.44)\ \text{meV}\approx-8.6\ \text{meV},
\]

or 14% of \(\delta\).

**Tunnelling.** Diagonalizing \(H\) together with the kinetic energy, with both surfaces kept, puts the ground level at \(-279.2\) meV; the harmonic estimate is \(-279.0\) meV. The three wells give a doublet and, 2.1 μeV above it, a singlet. Enlarging the oscillator basis from 36 to 44 quanta changes this splitting by about \(10^{-6}\) μeV. The next three levels begin 19.4 meV higher, near one tangential quantum, and spread over 0.047 meV.

**Strain.** A term \(e\sigma_z\) changes the well energies by \(e\) times the mean of \(\sigma_z\) in the lower state. This mean is \(-1\) at \(\varphi=0\) and \(+1/2\) in the other two wells, where \(w\) has turned by \(\pm2\pi/3\). The detuning is \(3e/2\). A rough deformation constant of 5 eV and a strain of \(10^{-4}\) give \(e=0.5\) meV and a detuning of 0.75 meV. This far exceeds the tunnel splitting, so for \(e>0\), as here, even such a small strain confines the ground state to one well, and the barrier separates distinct orientations. For \(e<0\) the other two wells are lowest and remain level, apart from a tunnel splitting of about 1.5 μeV, unless a strain term in \(\sigma_x\) detunes them as well.

**Thermal hopping.** In classical equilibrium, the rate through one pass is the mean one-way speed \(\sqrt{k_BT/(2\pi m)}\) times the Boltzmann weight of the dividing ray, divided by that of the sector; returns after crossing are neglected. With harmonic energies the ray contributes \(\sqrt{2\pi k_BT/k_s}\,e^{-\delta/k_BT}\) and the sector \(2\pi k_BT/\sqrt{k_rk_t}\), so

\[
\Gamma=\sqrt{\frac{k_BT}{2\pi m}}\sqrt{\frac{2\pi k_BT}{k_s}}\,\frac{\sqrt{k_rk_t}}{2\pi k_BT}\,e^{-\delta/k_BT}
=\frac{1}{2\pi}\sqrt{\frac{k_rk_t}{m\,k_s}}\;e^{-\delta/k_BT}.
\]

Here \(k_r,k_t\) are the curvatures at the minimum and \(k_s\) is the radial one at the saddle. At 77 K, \(k_BT=6.64\) meV and \(\Gamma=5.1\times10^8\) s⁻¹. Integrating the Boltzmann weights over the actual surface gives \(5.0\times10^8\) s⁻¹.

The quanta exceed \(k_BT\), so classical statistics are doubtful. An oscillator with quantum \(\varepsilon\) has the classical partition function \(k_BT/\varepsilon\) and the quantum one \(1/[2\sinh(\varepsilon/2k_BT)]\). Correcting the three stable vibrations in this way multiplies \(\Gamma\) by 1.25. Tunnelling is not yet included. The negative tangential curvature at the saddle, \(-312.5\) eV/nm², corresponds to an imaginary quantum \(\varepsilon^\ddagger=21.6\) meV. Above the crossover temperature \(\varepsilon^\ddagger/(2\pi k_B)\approx40\) K, a parabolic barrier multiplies the rate by \(v/\sin v\) with \(v=\varepsilon^\ddagger/(2k_BT)=1.63\), a factor of about 1.6, which brings the rate to about \(1.0\times10^9\) s⁻¹. The quantum flux correlation function, evaluated with the vibronic eigenstates, levels off at about the same value between 75 and 160 fs. The level spreads found above are coherent beat frequencies and should not be added up as rates. For the surface assumed here, quantum effects thus roughly double the classical rate at 77 K. For a real centre the rate is far less certain: a change of the barrier by only 10 meV changes the Boltzmann factor 4.5-fold, and the cubic term discussed below can change the rate by several orders of magnitude.

**Spin-orbit coupling.** A term \((\lambda/2)\sigma_y\) replaces \(|w|\) by \(\sqrt{|w|^2+\lambda^2/4}\). It lowers the saddle more than the minimum, because \(|w|\) is smaller there. A rough \(\lambda=40\) meV changes the barrier by \(-0.12\) meV, which is negligible beside \(\delta\). In the model it also splits the lowest tunnelling doublet, by about 0.12 μeV, which is not negligible beside the tunnel splitting of 2.1 μeV.

**Cubic anharmonicity.** This is the largest correction estimated. Let three equivalent bonds stretch by \(u_j=\sqrt{2/3}\,\rho\cos(\varphi-2\pi j/3)\), each with energy \(\tfrac12Ku_j^2(1-au_j)\). The quadratic parts add up to \(K\rho^2/2\). With \(\cos^3\theta=(3\cos\theta+\cos3\theta)/4\) the first harmonics cancel, and

\[
\sum_ju_j^3=\left(\frac23\right)^{3/2}\frac34\,\rho^3\cos3\varphi=\frac{\rho^3\cos3\varphi}{\sqrt6}.
\]

The cubic energy thus has the magnitude \(C\rho^3|\cos3\varphi|\) with \(C=Ka/(2\sqrt6)\). To estimate \(a\), note that the bond curvature \(K(1-3au)\) shifts the frequency by the fraction \(-3au/2\). A Grüneisen constant of about one means a fraction \(-3u/r_0\) for bond length \(r_0\), so \(a\approx2/r_0\). With \(r_0=0.235\) nm, \(C\approx1000\) eV/nm³.

A cubic term has no lower bound at large distortions, so only the minima along each direction nearest the origin are meaningful. The energy difference between these minima on the directions \(\varphi=\pi\) and \(\varphi=0\), which is 60 meV without this term, becomes about 139 meV if the term aids \(G\) and 3 meV if it opposes it. The sign depends on whether the distortion in a well stretches or compresses the single distinct bond, which the model does not fix.

Cubic anharmonicity and quadratic coupling thus warp the trough with the same threefold pattern and, here, with similar strength. A measured or computed barrier alone does not determine \(G\). In applications \(K\), \(F\) and \(G\) are effective constants, to be fitted to the total energy near the minima and saddles. The theorem then holds for the fitted surface, but three constants need not reproduce every feature of the real one. With the cubic term above aiding \(G\), for example, a fit to the depth, the barrier and the radius of the minima puts the saddles at 0.029 nm instead of 0.024 nm and gives a radial curvature at the minima of 341 instead of 245 eV/nm².

## Numbers as computed

```
allowed linear, quadratic constants: 1, 2
force constant K = 600 eV/nm^2
linear coupling F = 18 eV/nm
quadratic coupling G = 33 eV/nm^2
ratio 2G/K = 0.110
mode mass = 28 u
linear-only depth F^2/(2K) = 270.00 meV
Jahn-Teller energy E_JT = 303.37 meV
depth from numerical descent = 303.37 meV
number of minima found = 3
radius of minima = 0.03371 nm
radius of saddles = 0.02703 nm
radius of outer intersections F/G = 0.5455 nm
saddle energy = -243.24 meV
barrier from formula = 60.128 meV
barrier from flooding = 60.129 meV
barrier / k_B = 698 K
vertical gap at a minimum = 1.2885 eV
radial curvature, minimum = 534.0 eV/nm^2
tangential curvature, minimum = 279.7 eV/nm^2
radial curvature, saddle = 666.0 eV/nm^2
tangential curvature, saddle = -312.5 eV/nm^2
bare vibrational quantum = 29.93 meV
radial quantum at minimum = 28.24 meV
tangential quantum at minimum = 20.44 meV
radial quantum at saddle = 31.53 meV
zero-point change of barrier = -8.57 meV
ground level, harmonic = -279.04 meV
ground level, vibronic = -279.23 meV
tunnel splitting, ground triplet = 2.113 micro-eV
its shift, 36 to 44 quanta = -1.3e-06 micro-eV
first excited triplet above ground = 19.36 meV
spread of first excited triplet = 0.0474 meV
temperature = 77 K, k_B T = 6.635 meV
hopping rate per pass, harmonic = 5.134e+08 1/s
hopping rate per pass, flux integral = 5.016e+08 1/s
quantum factor of stable vibrations = 1.251
rough spin-orbit splitting = 40 meV
spin-orbit change of barrier = -0.122 meV
rough deformation constant = 5 eV, strain = 1e-04
strain detuning of wells = 0.750 meV
rough bond length = 0.235 nm
rough cubic constant = 1042 eV/nm^3
barrier with cubic term opposing G = 2.9 meV
barrier with cubic term aiding G = 138.7 meV
```
